# Why Trapping Makes Photoconductance Lifetime Rise Steeply at Low Injection

**Question.** A p-type silicon wafer is lit steadily, and its extra conductance is used to find how long the excess electrons live. As the light is turned down, the lifetime read in this way climbs far above the value found in strong light, as though it would diverge in the dark. Nothing has been done to slow recombination. If the free electrons live no longer than before, what keeps the conductance up, and how far can the reading climb?

## The mechanism: a hole left without a partner

Light makes electrons and holes in pairs, and recombination removes them in pairs. Suppose that some of the electrons fall into localized levels, the traps, from which they can return to the conduction band but where they hardly ever meet a hole. A trapped electron doesn't conduct. It is also out of reach of the centres where free electrons recombine. The count of holes must therefore exceed the count of free electrons by the number of trapped ones. Writing excess densities over the dark state as $\Delta n$ (free electrons), $\Delta p$ (holes) and $\Delta n_t$ (trapped electrons),

$$\Delta p=\Delta n+\Delta n_t .\qquad(1)$$

The extra holes are free and they conduct. A photoconductance measurement sees them and, if it assumes $\Delta p=\Delta n$, credits part of their signal to free electrons that aren't there.

Pair counting fixes the number of holes in the wafer as a whole. The electric field fixes where they are. Let the trapped density have a part $\delta n_t$ that varies in space with wavenumber $k$, and let the holes respond by $\delta p$. Free electrons are too few to screen. Poisson's equation is $\varepsilon\,\partial_xE=e(\delta p-\delta n_t)$, and hole continuity, linearized about the dark density $p_0$, is

$$\partial_t\delta p=-\mu_p p_0\,\partial_xE+D_p\,\partial_x^2\delta p .$$

Insert the first into the second, replace $\partial_x^2$ by $-k^2$, and define $\tau_d=\varepsilon/(e\mu_pp_0)$. The Einstein relation $D_p=\mu_pk_BT/e$ gives $D_p\tau_d=\varepsilon k_BT/(e^2p_0)\equiv L_D^2$, so that

$$\tau_d\,\partial_t\delta p=\delta n_t-(1+k^2L_D^2)\,\delta p,\qquad \delta p\to\frac{\delta n_t}{1+k^2L_D^2}.\qquad(2)$$

For $p_0=10^{16}\ \mathrm{cm^{-3}}$ and $\mu_p=400\ \mathrm{cm^2/Vs}$ the Debye length $L_D$ is 41 nm and $\tau_d$ is 1.6 ps. Even for a pattern with a period of only 1 µm, equation (2) gives $\delta p/\delta n_t=0.938$, and a drift-diffusion simulation with Poisson's equation gives the same to three digits. Over the thickness of a wafer, (1) holds locally on every time scale of interest here.

## How many electrons are trapped

Let there be $N_t$ traps per volume, of which $n_t$ are filled. Free electrons of density $n$ are captured at the rate $c_nn(N_t-n_t)$, and trapped ones are emitted at the rate $e_nn_t$. The emission coefficient follows from thermal equilibrium, where the two rates balance. There the filled fraction is $f=1/[1+e^{(E_t-E_F)/k_BT}]$, and for a non-degenerate band $n=N_ce^{-(E_c-E_F)/k_BT}$. Hence

$$e_n=c_nn\,\frac{1-f}{f}=c_nn\,e^{(E_t-E_F)/k_BT}=c_nn_1,\qquad n_1=N_c\,e^{-(E_c-E_t)/k_BT}.\qquad(3)$$

The Fermi level has dropped out. I take this coefficient to hold under illumination too, and absorb any degeneracy factor of the trap into its depth $E_c-E_t$.

With capture of holes by the traps neglected for now, the balances are

$$\frac{dn_t}{dt}=c_nn(N_t-n_t)-c_nn_1n_t,\qquad \frac{d\Delta n}{dt}=G-\frac{\Delta n}{\tau_r}-\frac{dn_t}{dt}.\qquad(4)$$

Here $G$ is the pair generation rate, taken as uniform, and $\tau_r$ is the lifetime set by all other recombination. I take it as constant. If a deep level with electron and hole capture times $\tau_n$ and $\tau_p$ sets it, this holds for $\Delta n\ll p_0\tau_n/\tau_p$, which is stricter than low injection, $\Delta n\ll p_0$, when holes are captured more slowly than electrons.

In steady state $dn_t/dt=0$. The first equation gives $n_t=N_tn/(n+n_1)$, so $n_1$ is the free density at which half the traps are filled. The dark electron density $n_0$ is $10^4\ \mathrm{cm^{-3}}$ in the example below, far less than $n_1$, so the traps are practically empty in the dark and

$$\Delta n_t=\frac{N_t\,\Delta n}{\Delta n+n_1}.\qquad(5)$$

The second equation gives $\Delta n=G\tau_r$. The trap terms have cancelled: each electron captured is matched by one released. Trapping leaves the true steady-state lifetime $\Delta n/G=\tau_r$ untouched.

## What the instrument reads

With mobilities held fixed, the excess conductivity is, by (1),

$$\Delta\sigma=e(\mu_n\Delta n+\mu_p\Delta p)=e(\mu_n+\mu_p)\Delta n+e\mu_p\Delta n_t .$$

Dividing by $e(\mu_n+\mu_p)$, which is right when $\Delta p=\Delta n$, produces an apparent density

$$\Delta n_{app}=\Delta n+b\,\Delta n_t,\qquad b=\frac{\mu_p}{\mu_n+\mu_p}.\qquad(6)$$

The apparent lifetime is $\Delta n_{app}/G$. Using $G=\Delta n/\tau_r$ and (5), and writing $B=bN_t$,

$$\boxed{\;\tau_{app}=\tau_r\left(1+\frac{B}{\Delta n+n_1}\right)\;}\qquad(7)$$

The reading has three regimes.

- For $\Delta n\gg B$ and $\Delta n\gg n_1$, the trapped charge is a small addition and $\tau_{app}\to\tau_r$.
- For $n_1\ll\Delta n\ll B$, the traps are nearly full. The retained holes give a nearly constant signal while $G$ falls, so $\tau_{app}\approx\tau_rB/\Delta n$. This is the apparent divergence.
- For $\Delta n\ll n_1$, the traps empty in proportion to $\Delta n$. The signal again falls in step with $G$, and the reading levels off at $\tau_r(1+B/n_1)$.

So the divergence is cut off by thermal emission. The middle regime needs $B\gg n_1$, and its approach to a pure $1/\Delta n$ law is slow. To see how slow, take the logarithmic slope of (7):

$$\frac{d\ln\tau_{app}}{d\ln\Delta n}=\frac{\Delta n}{\Delta n+n_1+B}-\frac{\Delta n}{\Delta n+n_1}=\frac{-B}{\Delta n+2n_1+B+n_1(n_1+B)/\Delta n}.$$

The denominator is smallest at $\Delta n=\sqrt{n_1(n_1+B)}$, where it equals $(\sqrt{n_1}+\sqrt{n_1+B})^2$. Since $B=(\sqrt{n_1+B})^2-(\sqrt{n_1})^2$ factorizes, the steepest slope is

$$-\frac{\sqrt{n_1+B}-\sqrt{n_1}}{\sqrt{n_1+B}+\sqrt{n_1}},\qquad(8)$$

which is smaller than one in magnitude for any finite $B/n_1$.

## Why a plot against apparent density looks worse

The free density isn't measured directly, so the lifetime is often plotted against $\Delta n_{app}$. If the traps were full at all injections, (6) would read $\Delta n=\Delta n_{app}-B$, and

$$\tau_{app}=\frac{\Delta n_{app}}{G}=\tau_r\,\frac{\Delta n_{app}}{\Delta n_{app}-B}.\qquad(9)$$

This has a true pole at $\Delta n_{app}=B$: a fixed conductance that would remain at zero generation. Real traps fall short of full by $N_tn_1/(\Delta n+n_1)$. Equation (9) is good when $b$ times this deficit is much smaller than $\Delta n$, which for $\Delta n\gg n_1$ means $\Delta n\gg\sqrt{Bn_1}$. Below that, the curve leaves (9) and passes through $\Delta n_{app}=B$ at a finite height.

The free density can be recovered if $B$ and $n_1$ are known. Multiply $\Delta n_{app}=\Delta n+B\Delta n/(\Delta n+n_1)$ by $\Delta n+n_1$ and collect terms:

$$\Delta n^2+(n_1+B-\Delta n_{app})\Delta n-n_1\Delta n_{app}=0.\qquad(10)$$

The product of the roots is negative, so one root is positive, and that is the free density.

## The numbers for a silicon wafer

Take $p_0=10^{16}\ \mathrm{cm^{-3}}$, $\tau_r=20$ µs, $\mu_n=1200$ and $\mu_p=400\ \mathrm{cm^2/Vs}$, at 300 K. The traps have $N_t=10^{14}\ \mathrm{cm^{-3}}$ and lie 0.45 eV below the conduction band. With $N_c=2.82\times10^{19}\ \mathrm{cm^{-3}}$, equation (3) gives $n_1=7.76\times10^{11}\ \mathrm{cm^{-3}}$. Further, $b=400/1600=0.25$ and $B=2.5\times10^{13}\ \mathrm{cm^{-3}}$.

At $G=5\times10^{16}\ \mathrm{cm^{-3}s^{-1}}$ the free density is $G\tau_r=10^{12}\ \mathrm{cm^{-3}}$. The traps hold

$$\Delta n_t=10^{14}\times\frac{1}{1+0.776}=5.63\times10^{13}\ \mathrm{cm^{-3}},$$

and the apparent density is $10^{12}+0.25\times5.63\times10^{13}=1.51\times10^{13}\ \mathrm{cm^{-3}}$. Division by $G$ gives $\tau_{app}=302$ µs, fifteen times the true 20 µs. Holes that balance trapped electrons carry 93% of the signal. Subtracting $B$ from the apparent density, as (9) suggests, would give a negative free density here; the positive root of (10) returns $10^{12}\ \mathrm{cm^{-3}}$.

In weaker light the reading approaches $20\times(1+25/0.776)=664$ µs. In stronger light, at $\Delta n\approx10^{14}\ \mathrm{cm^{-3}}$, it has come down to 25 µs. These values agree with numerical integration of the full nonlinear rate equations, in which the other recombination goes through a deep level with equal electron and hole capture times. The same integration without traps gives 20.0 µs from $\Delta n=10^{10}$ to $10^{12}\ \mathrm{cm^{-3}}$, so the rise is due to the traps. At the density where the slope should be steepest, the integration gives $-0.70$, as (8) predicts: even with $B/n_1=32$, the curve doesn't reach a $1/\Delta n$ law.

At the would-be pole, $\Delta n_{app}=B$, equation (10) becomes $\Delta n^2+n_1\Delta n-n_1B=0$. Its positive root is $4.03\times10^{12}\ \mathrm{cm^{-3}}$, and the reading there is $\tau_rB/\Delta n=20\times25/4.03\approx124$ µs.

In n-type material the roles are exchanged: trapped holes retain electrons, and $b$ becomes $\mu_n/(\mu_n+\mu_p)=0.75$. With $N_t$, the half-filling density, $\tau_r$ and the mobilities held fixed, the plateau would be $20\times(1+75/0.776)\approx1950$ µs. The retained carriers are then the more mobile ones.

## The same effect after the light is switched off

Persistence is most direct in the dark. Start from $\Delta n\approx10^{14}\ \mathrm{cm^{-3}}$ and cut the light. For the traps' capture coefficient take $c_n=10^{-8}\ \mathrm{cm^3/s}$, which had no influence on the steady results. After 200 µs the free electron density has fallen to $2.0\times10^{12}\ \mathrm{cm^{-3}}$, 2% of its start, while the excess holes still number $7.7\times10^{13}\ \mathrm{cm^{-3}}$. The conductance stands at 16.5% of its initial value. Without traps, at the same initial generation, it would be at 0.005%.

The late decay follows from (4) with $G=0$ and $\Delta n\ll n_1$, so that few traps are filled. Define $\tau_t=1/(c_nN_t)$, the time for a free electron to be trapped, and $\tau_g=1/(c_nn_1)$, the time for a trapped one to escape. Then

$$\frac{d\Delta n}{dt}=-\left(\frac1{\tau_r}+\frac1{\tau_t}\right)\Delta n+\frac{\Delta n_t}{\tau_g},\qquad \frac{d\Delta n_t}{dt}=\frac{\Delta n}{\tau_t}-\frac{\Delta n_t}{\tau_g}.$$

A solution proportional to $e^{-\lambda t}$ requires

$$\lambda^2-\left(\frac1{\tau_r}+\frac1{\tau_t}+\frac1{\tau_g}\right)\lambda+\frac1{\tau_r\tau_g}=0,$$

because the two terms $1/(\tau_t\tau_g)$ in the determinant cancel. The two decay times are $1/\lambda_1$ and $1/\lambda_2$, and their sum is the sum of the rates divided by their product:

$$\frac1{\lambda_1}+\frac1{\lambda_2}=\tau_r\tau_g\left(\frac1{\tau_r}+\frac1{\tau_t}+\frac1{\tau_g}\right)=\tau_r\left(1+\frac{N_t}{n_1}\right)+\tau_g,\qquad(11)$$

where $\tau_g/\tau_t=N_t/n_1$ was used. Here $\tau_t=1.0$ µs and $\tau_g=129$ µs, and the sum is $20\times129.8+129=2725$ µs. The product of the two times is $\tau_r\tau_g$, so the fast one is $20\times129/2725\approx0.9$ µs and the slow one is nearly the whole sum. The integrated decay gives 2724 µs between 20 and 25 ms, when the signal is below 0.01% of its start. Earlier, while many traps are still filled, the decay is faster: its local time constant is about 670 µs at 200 µs, 1640 µs at 1 ms and 2550 µs at 5 ms.

This is about four times the steady-state plateau of 664 µs, for the same wafer. The factor $b$ is missing from (11) because a decay reading, $-\Delta\sigma/(d\Delta\sigma/dt)$, divides the signal by its own rate of change. Once $\Delta n$ and $\Delta n_t$ fall together, their weights in the signal cancel. The steady reading divides the signal by $G$, and there the weights remain. Neither number is the lifetime of a free electron.

## When a trap is only a trap

The argument fails if the traps also capture holes, since a trapped electron then recombines and takes its hole with it. Let the coefficient be $c_p$. Thermal emission of holes from the level is negligible, because the level lies far above the valence band. At low injection the trap balance then becomes $c_nn(N_t-n_t)=(c_nn_1+c_pp_0)n_t$, so $n_1$ is replaced in (5) by

$$K=n_1+\frac{c_p}{c_n}p_0 .$$

For $\Delta n\ll K$ we have $\Delta n_t=N_t\Delta n/K$. Generation must now feed a second loss, $G=\Delta n/\tau_r+c_pp_0\Delta n_t$, and therefore

$$\tau_{app}=\frac{1+B/K}{1/\tau_r+c_pp_0N_t/K}.\qquad(12)$$

Two conditions appear. The true lifetime, which is the inverse of the denominator, stays near $\tau_r$ if $c_p\ll K/(\tau_rp_0N_t)$; with $K\approx n_1$ this is $3.9\times10^{-14}\ \mathrm{cm^3/s}$. The ratio of apparent to true lifetime, $1+B/K$, stays near its full value if $c_p\ll c_nn_1/p_0=7.8\times10^{-13}\ \mathrm{cm^3/s}$.

The first is the stricter one here. At $c_p=10^{-13}\ \mathrm{cm^3/s}$ the plateau has dropped from 664 to 180 µs, mainly because the true lifetime has dropped to 6.1 µs; the reading is still too large by a factor of 30. At $10^{-11}\ \mathrm{cm^3/s}$ the true lifetime is 1.0 µs and the reading 3.4 µs. The level has become a recombination centre. With $c_n=10^{-8}\ \mathrm{cm^3/s}$, the first condition means that $c_n/c_p$ must be much larger than $2.6\times10^5$; even at $c_p=10^{-14}\ \mathrm{cm^3/s}$, a ratio of $10^6$, the plateau is 523 µs, about a fifth too low. The ratio alone is not the criterion, since the first condition limits $c_p$ itself: at the same ratio, (12) gives 185 µs for $c_n=10^{-7}$ and 640 µs for $c_n=10^{-9}\ \mathrm{cm^3/s}$.

## How the model stands beside a real wafer

The doping, lifetime and mobilities are rough values typical of a p-type silicon solar wafer. The trap density, depth and capture coefficients are illustrative choices that make the effect strong, and the plateau depends heavily on the density and the depth. Once the traps capture holes as well, it depends on the capture coefficients too. It also depends on temperature through $n_1$: at 330 K, with the other parameters held fixed, it falls from 664 to 135 µs, or to 107 µs if the depth shrinks by the 8 meV that the gap loses. The last digits also depend on the value taken for $N_c$: with $2.86\times10^{19}\ \mathrm{cm^{-3}}$ the 300 K plateau is 654 µs.

The model also assumes that the wafer has no depletion layers, and this can fail. If both faces are inverted, light narrows these layers and returns holes to the bulk. In the depletion approximation each face returns $\sqrt{2\varepsilon p_0/e}\,(\sqrt{\psi}-\sqrt{\psi-V})$ holes per area. Here $\psi=(2k_BT/e)\ln(p_0/n_i)$ is the dark band bending, with $n_i=10^{10}\ \mathrm{cm^{-3}}$, and I assume, as an upper estimate, that light lowers it by the full quasi-Fermi splitting $V=(k_BT/e)\ln(\Delta n/n_0)$. At $\Delta n=10^{12}\ \mathrm{cm^{-3}}$ the two faces return $2.6\times10^{11}\ \mathrm{cm^{-2}}$. The traps in a wafer 180 µm thick retain $1.0\times10^{12}\ \mathrm{cm^{-2}}$, so the returned holes alone would add about a quarter to the trapped-charge signal. Each of them is matched by an electron drawn to the face. Where these electrons can move along the face in the inversion layer, they conduct as well, and the addition is larger. At this light level it could be mistaken for more traps.

In weaker light the layers matter more, because the returned holes decrease only slowly with $\Delta n$ while the trapped charge falls in proportion to it. At $\Delta n=10^{10}\ \mathrm{cm^{-3}}$ the same estimate gives $1.8\times10^{11}\ \mathrm{cm^{-2}}$ returned holes, against $2.3\times10^{10}\ \mathrm{cm^{-2}}$ retained by the traps. The reading then climbs well past the plateau of (7), which is a ceiling only for a wafer without such layers.

Two smaller corrections can be estimated. Filling the traps changes the charge that scatters holes, which lowers the trapped-hole signal by roughly 6% if the trap is charged when full. If it is charged when empty, the signal is raised instead, by some 4 to 10% depending on the scattering model. The carrier density is also not perfectly uniform. If the light is absorbed close to one face and neither face recombines carriers, the free density at the lit face exceeds that at the other by the factor $\cosh(W/\sqrt{D_n\tau_r})\approx1.27$, where $W$ is the thickness and $D_n=\mu_nk_BT/e$. At a mean $\Delta n$ of $10^{12}\ \mathrm{cm^{-3}}$ this changes the reading by only about 0.1%, because the conductance averages over the thickness. The numerical output below gives the remaining values.

## Numbers as computed

```
INPUTS: rough values for a p-type silicon wafer
T = 300 K, holes p0 = 1.0e+16, ni = 1.0e+10 cm^-3
tau_r = 20.0 us, thickness = 180 um
traps Nt = 1.0e+14 cm^-3, depth = 0.45 eV
cn = 1.0e-08 cm^3/s, mu_n = 1200, mu_p = 400 cm2/Vs
band density Nc = 2.816e+19 cm^-3
n1 = 7.763e+11 cm^-3, b = 0.250, B = b*Nt = 2.50e+13 cm^-3
STEADY LIGHT (densities in cm^-3, lifetimes in us)
G cm^-3/s   dn        nt        dn_app    true   apparent no-trap
5.00e+14  1.00e+10  1.27e+12  3.28e+11  20.00   655.88  20.00
5.00e+15  1.00e+11  1.14e+13  2.95e+12  20.00   590.57  20.00
5.00e+16  1.00e+12  5.63e+13  1.51e+13  20.00   301.50  20.00
5.00e+17  1.00e+13  9.28e+13  3.32e+13  20.02    66.42  20.02
5.00e+18  1.01e+14  9.92e+13  1.26e+14  20.20    25.16  20.20
5.00e+19  1.10e+15  9.99e+13  1.12e+15  21.96    22.46  21.98
dn = 1e12 row: trapped-charge share of signal = 0.934
  free density recovered from dn_app = 1.000e+12 cm^-3
dn = 1e14 row: full-trap formula 24.96 us, simulation 25.16 us
steepest log slope: simulation -0.7037, formula -0.7042, at dn = 4.47e+12 cm^-3
LIGHT OFF, starting from the dn = 1e14 row
t us    dn cm^-3   nt cm^-3   dp cm^-3   signal mS/cm
     0  1.01e+14   9.92e+13   2.00e+14   32.2485
   100  3.82e+12   8.63e+13   9.01e+13   6.5098
   200  1.96e+12   7.49e+13   7.69e+13   5.3064
  1000  4.89e+11   4.06e+13   4.10e+13   2.7246
  5000  5.38e+10   6.81e+12   6.86e+12   0.4500
signal left at 200 us: 0.165 with traps, 4.6e-05 without
tau_t = 1.00 us, tau_g = 128.8 us
late decay time: simulation 2723.8 us, slow root 2724.1 us, sum rule 2725.1 us
HOLE CAPTURE, low-injection limit (lifetimes in us)
cp = 0e+00 cm^3/s: apparent 663.98, formula 664.06, true 20.00
cp = 1e-14 cm^3/s: apparent 522.84, formula 522.88, true 15.94
cp = 1e-13 cm^3/s: apparent 179.92, formula 179.93, true 6.09
cp = 1e-11 cm^3/s: apparent 3.39, formula 3.39, true 1.02
NEUTRALITY
Debye length 40.9 nm, dielectric time 1.62 ps
pattern of period 1.0 um: holes/trapped = 0.9384, formula 0.9381
NEGLECTED EFFECTS (rough sizes)
Auger + radiative share of 1/tau_r: 0.0030
diffusion time across wafer: 1.06 us
mobility change / trapped-hole signal: 0.063
two inverted faces, dn = 1e12: regained holes 2.57e+11 cm^-2
  holes held by traps there: 1.01e+12 cm^-2
degeneracy correction, holes: 1.3e-04
plateau tau_r(1+B/n1): 664.1 us at 300 K, 134.7 us at 330 K
```
